# Spin Contamination of a Two-Electron Determinant, with Oxygen as Example

**Problem.** Two electrons of opposite spin occupy real, normalised spatial orbitals \(a\) and \(b\), whose overlap \(s=\langle a|b\rangle\) need not vanish. Their state is the single determinant built from \(a\alpha\) and \(b\beta\).

(a) Find \(\langle S^2\rangle\) as a function of \(s\).

(b) Find the probability that the pair is in a triplet state.

(c) The oxygen molecule, the oxidant in dry thermal oxidation of silicon, has two electrons in a degenerate pair of \(\pi^*\) orbitals. Place \(a\) and \(b\) in this pair at an angle \(\gamma\) to each other. How does the energy of the determinant depend on \(s\), with all other orbitals held fixed?

## A tempting solution

Write \(\alpha\beta\) for \(\alpha(1)\beta(2)\), and use \(s_+\beta=\hbar\alpha\), \(s_-\alpha=\hbar\beta\), \(s_+\alpha=s_-\beta=0\). The total spin is \(\mathbf S=\mathbf s_1+\mathbf s_2\), so

\[
S^2=s_1^2+s_2^2+2s_{1z}s_{2z}+s_{1+}s_{2-}+s_{1-}s_{2+}.
\]

Each electron has spin one half, so the first two terms give \(2\times\tfrac34\hbar^2=\tfrac32\hbar^2\). The spins are opposite, so the third gives \(2(\hbar/2)(-\hbar/2)=-\tfrac12\hbar^2\). The last two terms flip both spins. They turn \(\alpha\beta\) into \(\beta\alpha\), which is orthogonal to \(\alpha\beta\), and so they seem to contribute nothing. The result would be

\[
\langle S^2\rangle=\tfrac32\hbar^2-\tfrac12\hbar^2=\hbar^2
\qquad\text{(wrong in general)},
\]

whatever the orbitals are.

The case \(a=b\) exposes the error. The determinant is then \(a(1)a(2)(\alpha\beta-\beta\alpha)/\sqrt2\), a singlet, for which \(\langle S^2\rangle\) must be zero.

## Where it fails

The first three terms were treated correctly. The fault lies in the flip terms: the argument took the state to contain only \(\alpha\beta\). That would be right for the simple product \(a(1)b(2)\alpha\beta\), but electrons require the antisymmetric state

\[
\Phi=\frac1{\sqrt2}\left[a(1)b(2)\,\alpha\beta-b(1)a(2)\,\beta\alpha\right].
\]

Both spin products are present. A flip carries each of them into the other, and whether the result overlaps with \(\Phi\) is decided by the spatial factors.

## The right solution

**(a) Spin expectation.** The two terms of \(\Phi\) have orthogonal spin functions, so \(\langle\Phi|\Phi\rangle=\tfrac12+\tfrac12=1\) for every \(s\), and no further normalisation is needed.

Let \(F=s_{1+}s_{2-}+s_{1-}s_{2+}\). Its first term annihilates \(\alpha\beta\) and turns \(\beta\alpha\) into \(\hbar^2\alpha\beta\). Its second term annihilates \(\beta\alpha\) and turns \(\alpha\beta\) into \(\hbar^2\beta\alpha\). The spatial factors stay as they are:

\[
F\Phi=\frac{\hbar^2}{\sqrt2}\left[a(1)b(2)\,\beta\alpha-b(1)a(2)\,\alpha\beta\right].
\]

In \(\langle\Phi|F\Phi\rangle\) only equal spin functions combine. The \(\alpha\beta\) parts have coefficients \(1/\sqrt2\) and \(-\hbar^2/\sqrt2\), and the \(\beta\alpha\) parts have \(-1/\sqrt2\) and \(\hbar^2/\sqrt2\). Therefore

\[
\langle F\rangle=-\frac{\hbar^2}{2}\langle a|b\rangle\langle b|a\rangle
-\frac{\hbar^2}{2}\langle b|a\rangle\langle a|b\rangle=-\hbar^2s^2 .
\]

Adding the terms found before,

\[
\boxed{\langle S^2\rangle=\tfrac32\hbar^2-\tfrac12\hbar^2-\hbar^2s^2=\hbar^2(1-s^2)}
\]

In units of \(\hbar^2\) this is one minus the squared overlap. For \(s=\pm1\) the two orbitals are the same up to a sign and the state is a singlet. For \(s=0\) the tempting answer \(\hbar^2\) happens to be correct. For complex orbitals the product \(\langle a|b\rangle\langle b|a\rangle\) is \(|s|^2\), which then replaces \(s^2\).

**(b) Triplet probability.** Split the spatial product into parts that are even and odd under exchange of the electrons:

\[
G=\tfrac12[a(1)b(2)+b(1)a(2)],\qquad U=\tfrac12[a(1)b(2)-b(1)a(2)].
\]

Then \(a(1)b(2)=G+U\) and \(b(1)a(2)=G-U\). Inserting these in \(\Phi\) and collecting terms gives

\[
\Phi=G\,\frac{\alpha\beta-\beta\alpha}{\sqrt2}+U\,\frac{\alpha\beta+\beta\alpha}{\sqrt2}.
\]

The first spin function is the singlet and the second is the triplet with \(S_z=0\). The triplet weight is the squared norm of \(U\):

\[
w=\tfrac14\left(1+1-2s^2\right)=\frac{1-s^2}{2}.
\]

A singlet has \(S^2=0\) and a triplet \(S^2=2\hbar^2\), so \(\langle S^2\rangle=2\hbar^2w\), which confirms part (a) by a second route. The weight cannot exceed one half. This determinant is therefore never a pure triplet, and unless \(s=\pm1\) it is not a pure singlet either.

**More electrons.** Oxygen has sixteen electrons, so the role of the other fourteen must be settled. Take \(N\) orthonormal orbitals \(a_i\) with spin \(\alpha\) and \(N\) orthonormal orbitals \(b_j\) with spin \(\beta\). From \(S^2=S_-S_++S_z^2+\hbar S_z\) and \(S_z\Phi=0\) follows \(\langle S^2\rangle=\lVert S_+\Phi\rVert^2\).

The operator \(S_+\) produces a sum of determinants, in each of which one \(b_j\beta\) has become \(\hbar b_j\alpha\). Any part of \(b_j\) that lies in the space of the \(a_i\) drops out, because that space is already filled with \(\alpha\) electrons. The remainder has squared norm \(1-\sum_i|\langle a_i|b_j\rangle|^2\). Terms with different \(j\) lack different \(\beta\) orbitals and are orthogonal, so their squared norms add:

\[
\langle S^2\rangle=\hbar^2\Big[N-\sum_{i,j}|\langle a_i|b_j\rangle|^2\Big].
\]

Suppose that \(N-1\) core orbitals are the same for both spins and that \(a\) and \(b\) are orthogonal to them. The double sum is then \((N-1)+s^2\), and \(\hbar^2(1-s^2)\) returns. If the core orbitals of the two spins span different spaces, the two-electron formula no longer suffices in general, and the formula with the double sum must be used.

**(c) Energy in the \(\pi^*\) pair.** Let \(x\) and \(y\) be the two real, orthonormal \(\pi^*\) orbitals, and put \(c=\cos(\gamma/2)\), \(d=\sin(\gamma/2)\). Choose

\[
a=cx+dy,\qquad b=cx-dy,\qquad s=c^2-d^2=\cos\gamma .
\]

With \(xy\) short for \(x(1)y(2)\), and likewise for the other products,

\[
a(1)b(2)=c^2\,xx-d^2\,yy-cd\,(xy-yx).
\]

The last term is odd and belongs to the triplet. Its weight is \(2c^2d^2=\tfrac12\sin^2\gamma=(1-s^2)/2\), as in part (b). The even terms can be written with two normalised singlet functions:

\[
c^2\,xx-d^2\,yy=\frac1{\sqrt2}\,\frac{xx-yy}{\sqrt2}+\frac{s}{\sqrt2}\,\frac{xx+yy}{\sqrt2}.
\]

The coefficients follow from \(c^2+d^2=1\) and \(c^2-d^2=s\). The first function belongs to the \({}^1\Delta\) level and has weight \(\tfrac12\); the second is \({}^1\Sigma^+\) and has weight \(s^2/2\).

Let \(J_{xx}=J_{yy}\) and \(J_{xy}\) be the Coulomb integrals and \(K\) the exchange integral of \(x\) and \(y\). The one-electron energies and the fixed core add the same constant \(E_0\) to all states, so

\[
E_T=E_0+J_{xy}-K,\quad E_\Delta=E_0+J_{xx}-K,\quad E_\Sigma=E_0+J_{xx}+K .
\]

Rotating the orbitals by 45° about the molecular axis turns \((xx-yy)/\sqrt2\) into \((xy+yx)/\sqrt2\), whose energy is \(E_0+J_{xy}+K\). The molecule is unchanged by this rotation, so the two energies are equal and \(J_{xx}-J_{xy}=2K\). Hence \(E_\Delta-E_T=2K\) and \(E_\Sigma-E_T=4K\).

The Hamiltonian contains no spin operators, so it does not couple triplet and singlet. Its element between the two singlet functions is half the difference of the energies of \(xx\) and \(yy\), which is zero. The determinant energy is therefore the weighted mean

\[
E-E_T=\tfrac12(2K)+\tfrac{s^2}{2}(4K)=K(1+2s^2).
\]

Opening the angle from 0° to 90° lowers the energy by \(2K\). Over the same range the \({}^1\Delta\) weight stays at one half, while \({}^1\Sigma^+\) is replaced by triplet. Mixing in the triplet is only part of the reason for the lower energy. The singlet part, taken alone and renormalised, also falls: at 0° it is an equal mixture of \({}^1\Delta\) and \({}^1\Sigma^+\), at \(3K\) above the triplet, and at 90° it is pure \({}^1\Delta\), at \(2K\).

## Numbers for oxygen

The orbitals come from a restricted open-shell Hartree–Fock calculation of the triplet, in the cc-pVTZ basis and at a rough bond length of 0.121 nm. It gives \(K=0.647\) eV. For \(\gamma=60^\circ\), \(s=0.5\) and

\[
\langle S^2\rangle=(1-0.25)\hbar^2=0.75\,\hbar^2=8.34\times10^{-69}\ \mathrm{J^2\,s^2},
\]

\[
w=\frac{0.75}{2}=0.375,\qquad E-E_T=0.647\,(1+0.5)\ \mathrm{eV}=0.97\ \mathrm{eV}.
\]

The value \(0.75\,\hbar^2\) is also that of a doublet, yet two electrons cannot form a doublet. In general, an expectation value alone does not identify a spin state.

At 0° the energy is \(3K=1.94\) eV above the triplet, and at 90° it is \(K=0.65\) eV. The second value is half the gap \(2K=1.29\) eV between the triplet and \({}^1\Delta\), because the 90° determinant is an equal mixture of the two. Reading its energy as that of the singlet would halve the gap. These energies were also computed directly from the full sixteen-electron determinants at 0°, 30°, 60° and 90°, and they agree with \(K(1+2s^2)\); the values are in the numerical output.

**What the fixed core leaves out.** When all orbitals of the 90° determinant are relaxed self-consistently, with separate orbitals for the two spins, \(\langle S^2\rangle\) becomes \(1.026\,\hbar^2\). The most different pair of orbitals still gives \(1.000\,\hbar^2\). The other \(0.026\,\hbar^2\) comes from core orbitals that are no longer the same for both spins, which is how the total can exceed the two-electron limit of \(\hbar^2\). The effect on the spin is small, but the energy falls by 0.50 eV relative to the unrelaxed determinant. That is most of the 0.65 eV by which this determinant lay above the restricted triplet. It is not the change of an excitation energy, however: the triplet can also gain energy when its two spins are given separate orbitals, and that gain, which was not computed here, would have to be subtracted. Nor is the relaxed determinant the lowest of its kind: it is a stationary solution reached from the unrelaxed one, and further changes of its orbitals can lower the energy a little more.

**Comparison with the real molecule.** The measured gap between the triplet and \({}^1\Delta\) is roughly 1 eV, and the model's 1.29 eV is too large. Configuration interaction among the six electrons of the valence \(\pi\) shell, with the same orbitals, changes the gap by \(-0.51\) eV to 0.79 eV, which is too small. Neither number is a converged prediction: the remaining correlation, the error of the finite basis and spin–orbit coupling are all left out.

Dry oxidation of silicon runs at roughly 1200 K, where \(k_BT=0.103\) eV. The \({}^1\Delta\) level has two states and the triplet three. If vibration and rotation are taken to be alike in both, the equilibrium population ratio for the 0.79 eV gap is

\[
\frac23\exp\!\left(-\frac{0.79}{0.103}\right)\approx3\times10^{-4}.
\]

A gap of 1 eV would make it smaller still. Oxygen gas in equilibrium at this temperature is thus almost entirely triplet. This says nothing about the spin during the reaction itself. Near a surface the cylindrical symmetry is lost. In general \(x\) and \(y\) are then no longer degenerate, and \(K(1+2s^2)\) fails. The spin formula \(\hbar^2(1-s^2)\) does not rely on that symmetry; it needs only a determinant with one electron of each spin outside a shared closed-shell core, in orbitals orthogonal to that core.

## Numbers as computed

```
Largest error of 1 - s^2 in Fock space: 3.3e-16 (hbar^2)
O2 bond length (input): 0.121 nm
Basis functions (cc-pVTZ): 60
Triplet energy, restricted open-shell HF: -149.652072 hartree
Exchange integral K of the pi* pair: 0.6470 eV
Two-electron level, triplet: 0.0000 eV above triplet
Two-electron level, singlet Delta: 1.2940 eV above triplet
Two-electron level, singlet Delta: 1.2940 eV above triplet
Two-electron level, singlet Sigma+: 2.5879 eV above triplet
gamma (deg) | s | <S^2> (hbar^2) | triplet weight | E - E_T (eV)
  0 | 1.0000 | 0.0000 | 0.0000 | 1.9410
 30 | 0.8660 | 0.2500 | 0.1250 | 1.6175
 60 | 0.5000 | 0.7500 | 0.3750 | 0.9705
 90 | 0.0000 | 1.0000 | 0.5000 | 0.6470
<S^2> at 60 deg in SI: 8.3409e-69 J^2 s^2
Relaxed 90 deg determinant, <S^2>: 1.0256 hbar^2
  from the most different orbital pair: 1.0000 hbar^2
  from all other pairs: 0.0256 hbar^2
Energy lowering by relaxation: 0.5016 eV
Singlet-triplet gap, two pi* electrons only: 1.2940 eV
Singlet-triplet gap, full valence pi shell CI: 0.7875 eV
Change of gap by pi-shell correlation: -0.5065 eV
Oxidation temperature (rough input): 1200 K
Thermal energy kT: 0.1034 eV
Singlet/triplet population ratio (pi-shell gap): 3.3e-04
```
